# Energy Release of a Pressurised Circular Plate Blister at Fixed Pressure

## First half: shape, volume and energy of the blister

A germanium foil 10 µm thick has come off its silicon carrier over a disc of radius 200 µm, and a fluid at a net pressure of 0.4 MPa holds it up. Treat the foil as an ideal thin plate, rigidly clamped at the edge of the disc. If the disc grows slightly at this pressure, the fluid then does about 0.39 J of work per square metre of newly opened interface. Only about 0.19 J/m² of this is available for breaking the bond. The bending energy of the foil grows during the same step, so the foil takes energy in while the crack receives it. Why the share is one half, and why it has this size, follows from the theorem below.

**The system.** A flat film of thickness \(h\) lies on a rigid substrate. It is bonded everywhere except over a disc of radius \(a\), whose edge is the crack front. The film is elastic and isotropic, with Young's modulus \(E\) and Poisson ratio \(\nu\). The net pressure \(p\) is the pressure below the film minus the pressure above it. It acts on the whole disc, up to the front. The deflection \(w(r)\) of the film's mid-plane is positive away from the substrate, and \(r\) is the distance from the centre. A prime means \(d/dr\).

The assumptions are these.

1. The film is thin, \(h\ll a\), and lines normal to the mid-plane stay straight and normal to it. Transverse shear is thereby neglected.
2. The slope is small, \(|w'|\ll1\), and the deflection is small against the thickness, \(w(0)\ll h\). The second condition allows the stretching of the mid-plane to be neglected.
3. The bonded film does not move, so that the disc is clamped: \(w(a)=0\) and \(w'(a)=0\).
4. The film has no residual tension or compression.
5. The front stays circular and advances slowly, so that the film is in equilibrium at each radius and kinetic energy is negligible.

**What is released.** The film stores the bending energy \(U\). The blister encloses the volume

\[
V=\int_0^a w\,2\pi r\,dr .
\]

A reservoir that keeps \(p\) fixed does the work \(p\,dV\) when the volume grows by \(dV\), so its own energy changes by \(-p\,dV\). The energy of film and reservoir together, up to a constant, is

\[
\Pi=U-pV .
\]

What this sum loses when the front advances is available to the crack. The energy release per unit of new crack area \(A=\pi a^2\) is therefore

\[
G=-\left(\frac{\partial\Pi}{\partial A}\right)_p=-\frac{1}{2\pi a}\left(\frac{\partial\Pi}{\partial a}\right)_p ,
\tag{1}
\]

because \(dA=2\pi a\,da\). It is an energy per area, not a total energy.

**Theorem.** Under assumptions 1 to 5,

\[
G=\frac{p^2a^4}{128D},\qquad D=\frac{Eh^3}{12(1-\nu^2)} .
\tag{2}
\]

The constant \(D\) is the bending rigidity. The proof needs \(\Pi\) as a function of \(a\) at fixed \(p\). Four lemmas supply it.

**Lemma 1 (bending energy).** For a clamped disc,

\[
U=\pi D\int_0^a\left(w''^2+\frac{w'^2}{r^2}\right)r\,dr .
\tag{3}
\]

*Proof.* Let \(z\) be the height above the mid-plane. When the film tilts by the small slope \(w'\), a normal tilts with it, and a point at height \(z\) moves radially by \(-zw'\). The radial strain is the derivative of this displacement. The hoop strain is the displacement divided by \(r\), since a circle of length \(2\pi r\) becomes one of length \(2\pi(r-zw')\). Hence

\[
\varepsilon_r=-zw'',\qquad \varepsilon_\theta=-\frac{zw'}{r}.
\]

A thin film carries negligible stress normal to its plane compared with the in-plane bending stresses. Hooke's law is then

\[
\sigma_r=\frac{E(\varepsilon_r+\nu\varepsilon_\theta)}{1-\nu^2},\qquad
\sigma_\theta=\frac{E(\varepsilon_\theta+\nu\varepsilon_r)}{1-\nu^2}.
\]

The energy per volume is half of stress times strain:

\[
\frac12(\sigma_r\varepsilon_r+\sigma_\theta\varepsilon_\theta)
=\frac{E}{2(1-\nu^2)}\left(\varepsilon_r^2+\varepsilon_\theta^2+2\nu\varepsilon_r\varepsilon_\theta\right).
\]

Each term contains \(z^2\), and

\[
\int_{-h/2}^{h/2}z^2\,dz=\frac{h^3}{12}.
\]

The energy per area of film is therefore

\[
\frac D2\left(w''^2+\frac{w'^2}{r^2}+\frac{2\nu w'w''}{r}\right).
\]

Multiplication by the ring area \(2\pi r\,dr\) and integration give

\[
U=\pi D\int_0^a\left(w''^2+\frac{w'^2}{r^2}\right)r\,dr+2\pi D\nu\int_0^a w'w''\,dr .
\]

The integrand of the last term is the derivative of \(w'^2/2\), so the term equals \(\pi D\nu\,[w'(a)^2-w'(0)^2]\). The slope vanishes at the clamped rim. It also vanishes at the centre, where a smooth axisymmetric surface is level. The term is zero, and (3) remains. \(\square\)

**Remark 1.** Once \(D\) is given, the Poisson ratio has no further influence on the shape and energy of the clamped disc. It enters (2) through \(D\) alone. For a rim that could tilt, the term \(\pi D\nu w'(a)^2\) would survive.

**Lemma 2 (shape).** The equilibrium deflection is

\[
w(r)=\frac{p\,(a^2-r^2)^2}{64D}.
\tag{4}
\]

*Proof.* In equilibrium at fixed \(a\) and \(p\), \(\Pi\) is stationary. Replace \(w\) by \(w+\eta\), where \(\eta\) is small, smooth and obeys the same clamping, \(\eta(a)=\eta'(a)=0\), with \(\eta'(0)=0\). The part of the change of \(\Pi\) that is linear in \(\eta\) must vanish:

\[
2\pi D\int_0^a\left(r\,w''\eta''+\frac{w'\eta'}{r}\right)dr-2\pi p\int_0^a r\,\eta\,dr=0 .
\tag{5}
\]

Both integrals are now brought to a form that contains \(\eta'\) alone. Integration by parts gives

\[
\int_0^a r\,w''\eta''\,dr=\big[r\,w''\eta'\big]_0^a-\int_0^a(r\,w'')'\eta'\,dr ,
\]

where the bracket vanishes because \(\eta'(a)=0\) and because \(r=0\) at the lower limit. In the same way,

\[
\int_0^a r\,\eta\,dr=\left[\frac{r^2\eta}{2}\right]_0^a-\int_0^a\frac{r^2}{2}\eta'\,dr
=-\int_0^a\frac{r^2}{2}\eta'\,dr ,
\]

because \(\eta(a)=0\). Insert both results in (5) and divide by \(-2\pi D\):

\[
\int_0^a\left[(r\,w'')'-\frac{w'}{r}-\frac{p\,r^2}{2D}\right]\eta'\,dr=0 .
\]

The function \(\eta'\) is arbitrary between the end points: any smooth function that vanishes near both ends can be chosen for it, and \(\eta(r)=-\int_r^a\eta'(s)\,ds\) then satisfies the clamping. The square bracket must therefore vanish at each \(r\). Division by \(r\) gives

\[
w'''+\frac{w''}{r}-\frac{w'}{r^2}=\frac{p\,r}{2D}.
\tag{6}
\]

The left side is the derivative of \(w''+w'/r\), as differentiation shows. One integration, with a constant \(c_1\), yields

\[
w''+\frac{w'}{r}=\frac{p\,r^2}{4D}+c_1 .
\]

Multiply by \(r\). The left side becomes \((r\,w')'\), and a second integration gives

\[
r\,w'=\frac{p\,r^4}{16D}+\frac{c_1r^2}{2}+c_2 .
\]

At \(r=0\) the left side is zero, so \(c_2=0\). After division by \(r\), the condition \(w'(a)=0\) gives \(c_1=-pa^2/(8D)\). The slope is

\[
w'=-\frac{p}{16D}\,r\,(a^2-r^2).
\tag{7}
\]

It is negative inside the disc, as it must be for a blister that is highest at the centre. Since \(w(a)=0\), the deflection is

\[
w(r)=-\int_r^a w'(s)\,ds=\frac{p}{16D}\int_r^a s\,(a^2-s^2)\,ds .
\]

The derivative of \(-(a^2-s^2)^2/4\) is \(s(a^2-s^2)\), so the integral equals \((a^2-r^2)^2/4\), and (4) follows. \(\square\)

**Remark 2.** Equation (6) is a balance of forces. The pressure on a disc of radius \(r\) pushes with the force \(\pi r^2p\). The shear force along its edge, of length \(2\pi r\), must hold it, which requires \(pr/2\) per unit length. This is the right side of (6) times \(D\).

**Remark 3.** The stationary state is a minimum. The change of \(\Pi\) that is quadratic in \(\eta\) is \(\pi D\int_0^a(r\eta''^2+\eta'^2/r)\,dr\), which is positive unless \(\eta'=0\) throughout, and then \(\eta=0\) by the clamping. A blister of fixed radius is therefore stable. Whether its front is stable is a separate question, taken up in the second half.

**Lemma 3 (volume).** The blister encloses

\[
V=\frac{\pi p\,a^6}{192D}.
\tag{8}
\]

*Proof.* Insert (4) in the definition of \(V\) and set \(t=a^2-r^2\), so that \(r\,dr=-dt/2\):

\[
V=\frac{2\pi p}{64D}\int_0^a(a^2-r^2)^2r\,dr
=\frac{2\pi p}{64D}\cdot\frac12\int_0^{a^2}t^2\,dt
=\frac{2\pi p}{64D}\cdot\frac{a^6}{6}.
\]

The product of the factors is \(\pi pa^6/(192D)\). \(\square\)

With the centre deflection \(w_0=pa^4/(64D)\), this is \(V=\pi a^2w_0/3\). The mean height of the blister is one third of its largest height.

**Lemma 4 (energy).** In equilibrium,

\[
U=\frac{pV}{2}=\frac{\pi p^2a^6}{384D},\qquad
\Pi=-\frac{pV}{2}=-\frac{\pi p^2a^6}{384D}.
\tag{9}
\]

*Proof.* The solution \(w\) is itself smooth and clamped, so \(\eta=w\) may be used in (5). The first term becomes

\[
2\pi D\int_0^a\left(r\,w''^2+\frac{w'^2}{r}\right)dr=2U
\]

by (3), and the second becomes \(-pV\). Hence \(2U=pV\). Then \(\Pi=U-pV=-pV/2\), and (8) gives the explicit forms. \(\square\)

The energy can also be found without this argument. From (7),

\[
w''=-\frac{p}{16D}(a^2-3r^2),\qquad \frac{w'}{r}=-\frac{p}{16D}(a^2-r^2).
\tag{10}
\]

The sum of the two squares is

\[
\frac{p^2}{256D^2}\left(2a^4-8a^2r^2+10r^4\right).
\]

Multiplied by \(r\) and integrated from 0 to \(a\), the polynomial gives \(a^6(1-2+\tfrac53)=\tfrac23a^6\). Equation (3) then yields

\[
U=\pi D\cdot\frac{p^2}{256D^2}\cdot\frac{2a^6}{3}=\frac{\pi p^2a^6}{384D},
\]

in agreement with (9).

**Remark 4.** The factor one half in \(U=pV/2\) belongs to a linear film. If the pressure is raised slowly from zero at fixed \(a\), the volume grows in proportion to it, and the work is the area of a triangle. A reservoir that already stands at the full pressure \(p\) gives up \(pV\) when the blister fills. The difference \(pV/2\) is lost in viscous flow or damped motion during the filling. It does not enter \(G\), which compares equilibrium states at neighbouring radii.

**Example, first part.** The foil has \(h=10\) µm, \(a=200\) µm and \(p=0.4\) MPa. Its surface is a (001) plane of germanium, a cubic crystal, so its stiffness depends on direction in the plane. Remark 8 shows that the clamped circular shape stays the same if \(E/(1-\nu^2)\) is replaced by a mean plate modulus. From rough elastic constants this modulus is 124.1 GPa. Then

\[
D=\frac{(124.1\times10^{9}\ \mathrm{Pa})(10^{-5}\ \mathrm m)^3}{12}=1.034\times10^{-5}\ \mathrm{N\,m}.
\]

With \(a^4=1.6\times10^{-15}\ \mathrm{m^4}\), the centre deflection is

\[
w_0=\frac{(4\times10^5)(1.6\times10^{-15})}{64\,(1.034\times10^{-5})}\ \mathrm m=0.967\ \text{µm}.
\]

This is 0.097 of the thickness. By (7) the steepest slope lies where \(r(a^2-r^2)\) is largest, at \(r=a/\sqrt3\), and has the magnitude 0.0074. Both conditions of assumption 2 are met. The volume is \(\pi a^2w_0/3=4.05\times10^4\) µm³, or \(4.05\times10^{-14}\ \mathrm{m^3}\), and the bending energy is

\[
U=\tfrac12(4\times10^5\ \mathrm{Pa})(4.05\times10^{-14}\ \mathrm{m^3})=8.10\ \mathrm{nJ}.
\]

The potential \(\Pi\) is \(-8.10\) nJ. Its magnitude grows as \(a^6\) at fixed pressure, and from this growth the crack draws its energy.

## Second half: energy release, stability and limits

The first half treated a clamped film of thickness \(h\) and bending rigidity \(D\), lifted by the net pressure \(p\) over a disc of radius \(a\). Its deflection is \(w=p(a^2-r^2)^2/(64D)\), with centre value \(w_0\). The enclosed volume is \(V=\pi pa^6/(192D)\), the bending energy is \(U=pV/2\), and the energy of film and pressure reservoir is \(\Pi=U-pV=-\pi p^2a^6/(384D)\). The energy release per new crack area is \(G=-(\partial\Pi/\partial a)_p/(2\pi a)\).

**Proof of the theorem.** Differentiate \(\Pi\) at fixed \(p\):

\[
\left(\frac{\partial\Pi}{\partial a}\right)_p=-\frac{6\pi p^2a^5}{384D}=-\frac{\pi p^2a^5}{64D}.
\]

Division by \(-2\pi a\) gives

\[
G=\frac{p^2a^4}{128D}. \qquad\square
\tag{11}
\]

For the foil, \(G=(4\times10^5)^2(1.6\times10^{-15})/(128\times1.034\times10^{-5})=0.193\) J/m², or 1.21 eV/nm².

**The opening question.** At fixed \(p\), \(U=pV/2\) holds at every radius, so \(dU=p\,dV/2\). Half of the pressure work is stored in the film. The other half is \(-d\Pi=G\,dA\). The work per new area is thus \(2G=0.387\) J/m². The equal split rests on linearity. The sign of \(dU/dA\) alone would mislead: it is \(+G\), since the film gains energy while the crack is driven.

As a test, the full bending energy, with the \(\nu\) term that Lemma 1 integrates away, minus \(pV\) was minimised with finite elements, without use of the closed solution, for \(p=D=1\) and the pairs \((a,\nu)=(1,\,0.12)\) and \((1.3,\,0.45)\). The release found from neighbouring radii agreed with \(a^4/128\) to within one part in \(10^4\).

**Lemma 5 (release at the front).** Let \(M=Dw''(a)\) be the bending moment per unit length at the rim. Then

\[
G=\frac{M^2}{2D},\qquad M=\frac{pa^2}{8}.
\tag{12}
\]

*Proof.* Let \(\dot w=\partial w/\partial a\) at fixed \(r\) and \(p\). When the front moves by \(da\), \(\Pi\) changes in two ways. The new ring adds its bending energy, \(\pi Da\,w''(a)^2da\), because \(w\) and \(w'\) vanish there. Inside the old disc, \(w\) changes by \(\dot w\,da\). Since \(w\) satisfies the equilibrium equation, integration by parts leaves boundary terms: one proportional to \(\dot w(a)\) and one equal to \(2\pi Da\,w''(a)\,\dot w'(a)\,da\).

The clamping holds at every radius. Differentiating \(w(a;a)=0\) with respect to \(a\) gives \(\dot w(a)=-w'(a)=0\). Differentiating \(w'(a;a)=0\) gives \(\dot w'(a)=-w''(a)\). Hence

\[
\frac{d\Pi}{da}=\pi Da\,w''(a)^2-2\pi Da\,w''(a)^2=-\pi Da\,w''(a)^2 .
\]

Division by \(-2\pi a\) gives \(G=Dw''(a)^2/2=M^2/(2D)\). From (10), \(w''(a)=pa^2/(8D)\), which is the stated moment. \(\square\)

The foil has \(M=2.0\) mN, a moment per length, and \(M^2/(2D)\) is again 0.193 J/m². The release equals the bending energy per area just inside the front.

**Lemma 6 (fixed volume).** If the front advances at fixed \(V\) instead of fixed \(p\), the release from the same state is the same.

*Proof.* Write \(V=C(a)\,p\) with \(C=\pi a^6/(192D)\). At fixed volume the fluid does no work, and \(U=V^2/(2C)\). Then

\[
-\left(\frac{\partial U}{\partial a}\right)_V=\frac{V^2}{2C^2}\frac{dC}{da}=\frac{p^2}{2}\frac{dC}{da}.
\]

At fixed pressure \(\Pi=-p^2C/2\), so \(-(\partial\Pi/\partial a)_p\) is the same expression. \(\square\)

**Stability.** Let the bond cost a constant energy \(\Gamma\) per area. Growth can begin when \(G=\Gamma\), that is at

\[
p_c=\frac{\sqrt{128D\Gamma}}{a^2}.
\tag{13}
\]

What follows depends on the loading. At fixed pressure \(G\propto a^4\), so an advance raises \(G\) above \(\Gamma\) and growth runs on. At fixed volume, \(p=192DV/(\pi a^6)\) turns (11) into

\[
G=\frac{288\,DV^2}{\pi^2a^8},
\]

and an advance lowers \(G\) below \(\Gamma\): growth stops until more fluid is supplied. For 10 % growth in radius, the finite-element factors are 1.464 and 0.467, equal to \(1.1^4\) and \(1.1^{-8}\) at the digits given.

With a rough bond energy of 0.25 J/m², \(p_c=0.455\) MPa. At 0.4 MPa the ideal model blister does not grow. The margin in \(G\) is only a factor of 1.3. The corrections below differ in sign. Together they raise the release along the most loaded rim directions by roughly 20 to 25 %, which uses up much of the margin, and \(\Gamma\) itself is rough, so this does not settle the behaviour of a real foil.

**Limits of the result.** Each correction below is relative to (11), at the example's pressure and radius, with the other effects absent.

**Remark 5 (stretching).** Deflection lengthens the film. If \(u\) is the radial displacement of the mid-plane, its strains are \(u'+w'^2/2\) and \(u/r\), of order \(w_0^2/a^2\). The stretching energy is of order \(Eh\,w_0^4/a^2\), against a bending energy of order \(Eh^3w_0^2/a^2\), so the relative correction is of order \((w_0/h)^2\). Its sign follows at leading order: the positive stretching energy, evaluated on the bending shape, adds to \(\Pi\) and grows as \(a^{14}\) at fixed \(p\), since \(w_0\propto a^4\). It therefore lowers \(G\). Minimising the sum of both energies minus \(pV\) over \(u\) and \(w\) gives \(-0.5\) % for the foil.

At the onset of growth, (13) gives \(w_0=a^2\sqrt{\Gamma/(32D)}\). The theorem can describe that onset only if this is small against \(h\). Here the ratio is 0.11. A strong bond, a thin film or a wide blister leads out of the bending regime before the front moves.

**Remark 6 (residual tension).** Let the bonded film carry a tension \(N\) per unit length. It adds \(\pi N\int_0^a w'^2r\,dr\) to the energy. The term linear in \(u\) integrates to zero, because \(u\) vanishes at the rim. With \(\varphi=w'\), the equilibrium equation becomes

\[
\varphi''+\frac{\varphi'}{r}-\frac{\varphi}{r^2}-\frac{N}{D}\varphi=\frac{pr}{2D}.
\]

A particular solution is \(-pr/(2N)\). The regular homogeneous solution is the modified Bessel function \(I_1(\mu r/a)\), with \(\mu^2=Na^2/D\). The condition \(\varphi(a)=0\) fixes its factor:

\[
\varphi=\frac{p}{2N}\left[\frac{a\,I_1(\mu r/a)}{I_1(\mu)}-r\right].
\]

The added energy density vanishes at the rim with \(w'\), so \(G=D\varphi'(a)^2/2\) still holds. With \(I_1'(\mu)=I_0(\mu)-I_1(\mu)/\mu\), the ratio to (11) is

\[
\left[\frac{4}{\mu^2}\left(\frac{\mu I_0(\mu)}{I_1(\mu)}-2\right)\right]^2
=1-\frac{\mu^2}{12}+\dots
\]

for small \(\mu\). Germanium contracts more than silicon on cooling. A rough mismatch of 3.3 ppm/K and 50 K of cooling after bonding give a tensile stress of 23 MPa. Its product with \(h\) is \(N\), so that \(\mu^2=0.89\). The full expression lowers \(G\) by 6.9 %. Moderate heating above the bonding temperature, well short of buckling, reverses the sign.

**Remark 7 (transverse shear).** The shear force \(pr/2\) per length also tilts the mid-plane against the normals, by the slope \(-pr/(2\kappa\mu_sh)\). Here \(\mu_s\) is the shear modulus and \(\kappa=5/6\) accounts for the uneven shear stress across the thickness. The rotation of the normals is unchanged, since the same shear force fixes it. The extra deflection is \(p(a^2-r^2)/(4\kappa\mu_sh)\), and the extra volume is \(\pi pa^4/(8\kappa\mu_sh)\). Since \(G=(p/2)\,dV/dA\) for a linear film at fixed \(p\), the relative correction is \(16D/(\kappa\mu_sha^2)\). With \(\mu_s=68\) GPa this is \(+0.7\) %.

**Remark 8 (crystal anisotropy).** Let \(x\) and \(y\) lie along the cube axes. The example takes \(c_{11},c_{12},c_{44}=126,44,68\) GPa as inputs, chosen to be roughly those of germanium. With them, the condition of no stress normal to the film gives \(Q_{11}=c_{11}-c_{12}^2/c_{11}=110.6\) GPa and \(Q_{12}=c_{12}-c_{12}^2/c_{11}=28.6\) GPa. The plate equation is

\[
\frac{h^3}{12}\left[Q_{11}(w_{xxxx}+w_{yyyy})+2(Q_{12}+2c_{44})w_{xxyy}\right]=p .
\]

For \((a^2-x^2-y^2)^2\) the three derivatives are 24, 24 and 8. The bracket is \(64\bar Q\), with \(\bar Q=(3Q_{11}+Q_{12}+2c_{44})/4=124.1\) GPa. The shape (4) thus remains a solution with \(D=\bar Qh^3/12\), and (11) gives the mean release around the rim.

Locally, only the curvature normal to the rim is non-zero, and the argument of Lemma 5 applies to each rim element with the stiffness in its normal direction,

\[
Q_n=Q_{11}(\cos^4\theta+\sin^4\theta)+(2Q_{12}+4c_{44})\cos^2\theta\sin^2\theta .
\]

The local release is 10.9 % below the mean along ⟨100⟩ and 10.9 % above it along ⟨110⟩. With a uniform bond, the front first becomes critical along ⟨110⟩, and a circular front need not stay circular.

**Remark 9 (compliant root).** A real bonded film yields slightly outside the front. Model this by springs of stiffness \(k\) per area. Near the front the film then obeys \(Dw''''+kw=0\) in \(x=r-a\), with the decaying solution \(w=e^{-\beta x}(A\cos\beta x+B\sin\beta x)\) and \(\beta^4=k/(4D)\). To leading order in \(1/(\beta a)\), the rim moment \(M\) acts alone. The conditions \(w''(0)=-2\beta^2B=M/D\) and \(w'''(0)=2\beta^3(A+B)=0\) give \(w'(0)=\beta(B-A)=-M/(\beta D)\).

This tilt adds the deflection \(M(a^2-r^2)/(2a\beta D)\) and the volume \(\pi Ma^3/(4\beta D)=\pi pa^5/(32\beta D)\). Through \(G=(p/2)\,dV/dA\), the relative correction is \(5/(\beta a)\).

For \(k\), take half the film thickness and a carrier depth \(h\) in series. The film's modulus along its normal is \(c_{11}-2c_{12}^2/(c_{11}+c_{12})=103\) GPa, and the carrier's is roughly 130 GPa. Then \(kh\approx80\) GPa, \(\beta h\approx1.18\) and \(5/(\beta a)\approx0.21\). The finite-element solution of the spring model, which keeps the higher orders, gives \(+23\) %. This is a size, not a precise correction. The chosen carrier depth is a guess, and independent normal springs leave out the shear coupling between film and carrier. Treating film and carrier as elastic solids, with constants averaged over the in-plane directions and transverse shear included, gives about \(+15\) % at this radius, so the spring model overstates the effect by a factor of about 1.5.

**The real case.** The bond energy of 0.25 J/m² stands for a weak direct bond; real values depend strongly on surface preparation and annealing. For these numbers the rigid clamp is the assumption with the largest estimated error, about 15 % of \(G\) when film and carrier are treated as elastic solids, and over a fifth in the cruder spring model. Since its error falls as \(h/a\), a wider blister helps against it. Two other errors then grow: for a fixed film and bond, both the tension parameter \(\mu^2\) and the ratio \(w_0/h\) at the onset of growth rise as \(a^2\). The compliant root thus limits the usable radii from below, and tension and stretching limit them from above. For the example's numbers no radius makes all these errors small: at 300 µm the root correction is still about \(+10\) % for elastic solids (\(+14\) % in the leading-order spring estimate), while the tension already gives \(-14\) %. The foil must also bear the bending stress at the rim. Its mean around the rim is \(6M/h^2=120\) MPa. By the stiffness \(Q_n\) of Remark 8 it reaches 133 MPa along ⟨110⟩, and the residual tension adds to it. The strength of the foil depends on its flaws. Finally, \(G\) does not say how the front is loaded in opening and in shear. If \(\Gamma\) depends on that mix, (13) needs the value for this blister. The numerical output lists the main figures of the 200 µm example; the values for 300 µm and for elastic solids are not among them.

## Values computed for the example and the checks

```
film thickness h = 10.0 um
blister radius a = 200.0 um
pressure p = 0.400 MPa
Ge c11, c12, c44 (rough) = 126, 44, 68 GPa
plane-stress Q11, Q12 = 110.63, 28.63 GPa
mean plate modulus E/(1-nu^2) = 124.13 GPa
in-plane mean Poisson ratio = 0.1219
bending rigidity D = 10.345 uN m
centre deflection w0 = 0.9667 um
w0/h = 0.0967
largest slope = 0.00744
swept volume V = 40493 um^3
bending energy U = 8.099 nJ
potential U - pV = -8.099 nJ
rim moment M = 2.000 mN
rim bending stress = 120.0 MPa
energy release G = 0.1933 J/m^2
energy release G = 1.2067 eV/nm^2
pressure work per new area = 0.3867 J/m^2
adhesion energy (rough) = 0.250 J/m^2
critical pressure p_c = 0.4549 MPa
w0/h at p_c = 0.1099
G factor, 10% growth, fixed p (FE) = 1.4641
G factor, 10% growth, fixed V (FE) = 0.4665
Changes of G from neglected effects, one at a time:
stretching = -0.47 %
thermal mismatch (rough) = 3.3 ppm/K
cooling after bonding = 50 K
residual tension = 22.98 MPa
tension parameter N a^2/D = 0.8886
residual tension effect = -6.89 %
transverse shear = +0.73 %
carrier modulus (rough) = 130 GPa
compliant root (rough model) = +23.11 %
anisotropy, rim minimum <100> = -10.88 %
anisotropy, rim maximum <110> = +10.88 %
```
